# Fixed Angular Grids Make DFT Energies Depend on Molecular Orientation

Turn a linear molecule in a set of angular grid points whose directions are fixed in the laboratory. The symmetry of the points fixes how its energy can vary. A Lebedev rule is mapped onto itself by the operations of the cube, and by no arbitrary rotation. Let the molecular axis lie in the $xz$ plane at angle $\theta$ from $z$. The reflection $x\to-x$ and the quarter turn about $y$ both belong to the cube, so $E(-\theta)=E(\theta)$ and $E(\theta+\pi/2)=E(\theta)$. An even function with period $\pi/2$ has the form

$$E(\theta)=a_0+\sum_{j\ge1}a_j\cos 4j\theta .\qquad(1)$$

Rotation invariance would require every $a_j$ with $j\ge1$ to vanish. The symmetry of the grid does not require this.

## The belief and its appeal

The belief is that a computed density-functional energy does not change when the molecule is turned in empty space. There are good grounds for it. The exact energy has this property, and so do the kinetic, nuclear-attraction and Coulomb integrals in a Gaussian basis with complete angular momentum shells, because a rotation mixes functions within a shell without changing the space they span.

The exchange-correlation energy is different, because it is evaluated by quadrature. For a density matrix $D$ and a grid $G$ of points $\mathbf r_i$ with weights $w_i$,

$$E[D;G]=E_{\rm analytic}[D]+\sum_i w_i f(\mathbf r_i),\qquad(2)$$

where $f$ is the exchange-correlation energy per volume. Around each nucleus the points form radial shells, each carrying the same unpruned angular rule. The weights include a partition function, which divides space among the atoms and depends on distances only.

If molecule and grid are turned together, every distance and every value of $f$ is unchanged, and so is the energy. If the molecule alone is turned by $R$, the result is that of an unturned molecule in a grid whose angular points are turned by $R^{-1}$. That is a different quadrature of the same function. Translations do no harm, since the shells move with the nuclei. A quarter turn about $y$ does none either, so a trial with that rotation would seem to confirm the belief.

## Where the orientation dependence comes from

Consider one shell, with the density held fixed relative to the nuclei. Let $F(\Omega)$ be the product of $f$ and the partition function on that shell, and expand it as $F=\sum_{lm}F_{lm}Y_{lm}$. Let the angular weights $\omega_k$ sum to one. A rule of degree $L$ integrates all harmonics up to $l=L$ exactly, so

$$S_{lm}\equiv\sum_k\omega_kY_{lm}(\Omega_k)=0\qquad(1\le l\le L).$$

The turned function is $F(R^{-1}\Omega)$. A rotation mixes harmonics of the same $l$ only:

$$Y_{lm}(R^{-1}\Omega)=\sum_{m'}D^l_{m'm}(R)\,Y_{lm'}(\Omega).$$

Inserting this in the quadrature gives

$$Q(R)=\sum_k\omega_kF(R^{-1}\Omega_k)=\bar F+\sum_{l>L}\sum_{mm'}F_{lm}D^l_{m'm}(R)S_{lm'} .\qquad(3)$$

The $l=0$ term is the true spherical mean $\bar F$. Terms with $1\le l\le L$ vanish, and those with $l>L$ carry the orientation dependence. A finer rule starts the error at higher $l$, where a smooth integrand has little weight. The error then becomes small, but it is not zero by symmetry.

Averaging (3) over all rotations removes the error. For each fixed $\Omega_k$, the average of $F(R^{-1}\Omega_k)$ over $R$ is $\bar F$, and the weights sum to one. The exact angular integral is thus the mean over orientations, while a calculation uses one of them.

The density also adjusts to the grid. Let $D_1$ minimize the energy on grid $G_1$, let $D_2$ minimize it on $G_2$, and define $\Delta[D]=E[D;G_2]-E[D;G_1]$. Since $D_2$ is the minimizer on $G_2$,

$$E[D_2;G_2]\le E[D_1;G_2]=E[D_1;G_1]+\Delta[D_1].$$

For a non-degenerate minimum, $D_2-D_1$ is of first order in the grid change. The energy is stationary at $D_2$, so the two sides of the inequality differ only in second order. To leading order the shift is therefore the change of the quadrature sum at fixed density, and relaxation can only lower the energy.

## The size of the effect in CO

The example is CO with a chosen bond length of 2.130 bohr (1.127 Å), in the local density approximation with Slater exchange and VWN correlation, the def2-SVP basis and 30 radial shells per atom. The table gives $E(\theta)-E(0)$ in microhartree; a dash means not computed.

| Angular points | 15° | 30° | 45° |
|---|---:|---:|---:|
| 110 | 66.0 | −260.9 | 10.1 |
| 302 | −5.6 | −0.5 | 0.2 |
| 590 | – | – | 0.5 |

With 110 points the sampled energies run from −260.9 to 66.0 microhartree, a span of about 327 microhartree. With 302 points they span about 5.8 microhartree. Four angles give only lower bounds: a scan in steps of 1.5° at fixed density spans about 355 and 7.1 microhartree. The entries also depend on the radial shells; with 75 shells the 110-point row becomes about 54, −238 and −4 microhartree.

The last column needs care, because there the 590-point grid looks worse than the 302-point grid. From (1),

$$E(45^\circ)-E(0)=\sum_j a_j\left[(-1)^j-1\right]=-2\sum_{j\ \rm odd}a_j .$$

This difference is blind to every even $j$, and the odd terms can cancel. Two orientations do not measure the spread. The 1.5° scan gives a span of about 1.1 microhartree with 590 points, well below the 302-point span.

The cause can be isolated with the 110-point grid. Keeping the density found at 0° and turning only the grid to 45° changes the exchange-correlation sum by 10.103 microhartree. The self-consistent shift is 10.082 microhartree, lower by 0.021, as the variational argument requires. In another orientation, reached by a turn about three axes, the fixed-grid energy differs from $E(0)$ by −10.6 microhartree. The Hartree–Fock energy, which uses no grid, changes under the same turn by $1.4\times10^{-14}$ hartree, which is rounding.

## From small energies to false rotations

A free molecule has no restoring force against rotation. The fixed grid supplies a spurious curvature $\kappa=d^2E/d\theta^2$ for turns in the $xz$ plane, restoring where $\kappa>0$ and destabilizing where $\kappa<0$. At 0° and 45° the energy is even about the orientation, so the torque in the plane vanishes and $\kappa$ defines a harmonic frequency there, real or imaginary. Differentiating (1) twice gives

$$\kappa(0)=-\sum_j16j^2a_j,\qquad \kappa(45^\circ)=-\sum_j(-1)^j16j^2a_j .\qquad(4)$$

The factor $16j^2$ amplifies the rapidly varying terms, so a small energy shift does not guarantee a small curvature.

For a rigid rotation the kinetic energy is $\tfrac12I\dot\theta^2$, with $I=\mu R^2$. Here $\mu$ is the reduced mass and $R$ now denotes the bond length. In atomic units $I=12506.0\times2.130^2=5.674\times10^4$. The equation of motion $I\ddot\theta=-\kappa\theta$ gives $\omega^2=\kappa/I$.

The curvatures below are five-point differences with a step of 0.02 rad, good to about one per cent on the 302-point grid. With 302 points, $\kappa(0)=-8.59\times10^{-4}$ hartree/rad² (half the step gives $-8.62\times10^{-4}$). Then

$$|\omega|=\sqrt{\frac{8.59\times10^{-4}}{5.674\times10^4}}=1.23\times10^{-4}\ \text{hartree},$$

or 27.0 cm⁻¹, and the frequency is imaginary because $\kappa<0$. At 45° the same grid gives $\kappa=+7.04\times10^{-4}$ hartree/rad² and a real frequency of 24.4 cm⁻¹. For a rigid turn at fixed bond length the correct value is zero in both cases. (The chosen bond length is not the minimum, $dE/dR\approx-0.017$ hartree/bohr, so a Cartesian Hessian would add $\omega^2=(dE/dR)/(\mu R)$, about 174 cm⁻¹ imaginary, even on a perfect grid.) With 75 radial shells the two magnitudes become 22.5 and 25.4 cm⁻¹. With 110 points the magnitudes are 103 cm⁻¹ (imaginary) at 0° and 68 cm⁻¹ (real) at 45°. With 590 points they are about 3 and 15 cm⁻¹, both imaginary.

## A genuine soft mode

One might discard these false rotations as motions that are not vibrations. A uniform electric field turns the rotation into a physical mode, in which the molecule swings about the field direction. Let the field, of strength $\mathcal F$, point along the molecular dipole, and let $W(\mathcal F_\parallel,\mathcal F_\perp)$ be the energy when the grid is attached to the molecule. The dipole components are $-\partial W/\partial\mathcal F_\parallel$ and $-\partial W/\partial\mathcal F_\perp$.

When the axis is tilted by $\beta$, the field components in the molecule are, in magnitude,

$$\mathcal F_\parallel=\mathcal F\cos\beta\simeq\mathcal F-\tfrac12\mathcal F\beta^2,\qquad \mathcal F_\perp=\mathcal F\sin\beta\simeq\mathcal F\beta .$$

The term linear in $\mathcal F_\perp$ vanishes by symmetry about the axis. With $\mu_\parallel$ the axial dipole in the field and $\alpha_\perp=-\partial^2W/\partial\mathcal F_\perp^2$ the transverse polarizability there,

$$W\simeq W_0+\tfrac12\left(\mathcal F\mu_\parallel-\alpha_\perp\mathcal F^2\right)\beta^2 .$$

The bracket is the force constant $k_0$. For $\mathcal F=0.010$, $\mu_\parallel=0.27828$ and $\alpha_\perp=8.729$, all in atomic units,

$$k_0=2.783\times10^{-3}-0.873\times10^{-3}=1.910\times10^{-3}\ \text{hartree/rad}^2 .$$

Energy differences with a grid attached to the molecule give the same value, and the libration lies at 40.3 cm⁻¹. The field is strong, about $5.1\times10^9$ V/m, and these values belong to the def2-SVP basis, which has no diffuse functions: aug-cc-pVDZ gives $\mu_\parallel=0.252$, $\alpha_\perp=12.3$, $k_0=1.29\times10^{-3}$ hartree/rad² and 33 cm⁻¹.

On a grid fixed in the laboratory, swinging the molecule also turns it relative to the angular points. If the field hardly alters the grid error, the two energies add, and $k\simeq k_0+\kappa$. With 302 points this predicts $1.051\times10^{-3}$ hartree/rad² when field and molecule lie along 0°, and $2.614\times10^{-3}$ when they lie along 45°. The direct calculations give $1.050\times10^{-3}$ and $2.606\times10^{-3}$. The wavenumbers are 29.9 and 47.0 cm⁻¹: **the swing in the $xz$ plane moves by 17 cm⁻¹ when the whole experiment is turned by 45°.** The libration is physically a degenerate pair of swings in two perpendicular planes. At 0° the fourfold axis of the cube keeps them equal. At 45° the molecule lies on a twofold axis, no symmetry relates the two swings, and the value given here holds for the in-plane one only; the out-of-plane swing lies at about 16 cm⁻¹. The size of the shift belongs to this basis and radial grid, not to the 302-point rule alone. Estimated from $k_0+\kappa$, it is about 14 cm⁻¹ with 75 radial shells, and below 1 cm⁻¹ in the aug-cc-pVDZ basis on the same 30-shell grid.

Soft modes suffer because $\omega^2=k/I$ gives, for a small error $\delta k$,

$$2\omega\,\delta\omega=\frac{\delta k}{I}\quad\Longrightarrow\quad \frac{\delta\omega}{\omega}=\frac{\delta k}{2k}.$$

Between the two orientations the libration constant changes by 81% of $k_0$, too much for this linear formula. The stretching constant, taken as the curvature at the chosen bond length without the field on the same 302-point grid, changes by 0.035% of its value at 0°, and its wavenumber falls by 0.4 cm⁻¹. A three-point difference with a step of 0.03 bohr gives 2266.7 and 2266.3 cm⁻¹; the finite step raises both values by about 1 cm⁻¹ and leaves their difference unchanged at this precision. That small change also shows that removing the rotations from a Hessian is not a complete cure, since a pure stretch still depends on the orientation.

## What turning the grid repairs

Define a frame $U(X)$ from the nuclear positions $X$ such that $U(RX)=R\,U(X)$ for any rotation $R$, and point the angular rule along this frame. The grid then turns with the molecule, and the energy is invariant by the argument below (2). For a linear molecule no such frame exists in full, because a turn about the axis leaves $X$ unchanged but would have to change $U$. Only one direction of the frame is fixed, along the axis. This suffices in empty space: turning the grid about the axis is equivalent to turning the molecule about its own axis, which maps the nuclei and the basis onto themselves, so the energy does not depend on how the other two directions are chosen. For the turn about three axes, the 110-point energy now changes by $1.4\times10^{-12}$ hartree instead of −10.6 microhartree.

Invariance is not accuracy. Attached to the molecule in its 0° position, the 110-point grid gives in every orientation an energy 72.4 microhartree above the 974-point value with the same radial shells. The error has become constant, not zero. Its value depends on the angle at which the rule is attached: by the table it would be $72.4-260.9\approx-189$ microhartree for the 30° position, and it passes through zero in between only by cancellation. A finer angular rule is what makes it small for every attachment.

The repair has further limits. When one group rotates internally against the rest, a single frame cannot follow both parts, and at least one of them turns relative to its angular points. The torsional curvature can then still contain a grid error. Analytic forces must include the motion of points and weights with the nuclei, or they are not the derivatives of the computed energy. A frame taken from principal axes is not unique when two principal moments coincide, and a small displacement can then switch it abruptly.

The numerical check computes the CO energies, curvatures and wavenumbers quoted above, apart from the step correction to the stretch, the 1.5° scans, the bond force, the out-of-plane swing and the values for other radial grids and bases, and includes calculations in which the molecule itself is turned.

## Numbers as computed

```
CO bond length: 2.130 bohr = 1.1271 angstrom
radial shells per atom: 30
reduced mass: 12506.0 electron masses
moment of inertia: 56738.5 electron mass bohr^2
degree of 110-point rule: 17
model shell sharpness a: 20.0
model shell relative error, n along z: -2.6051e-04
model shell error range, 20 directions: -6.580e-04 to 9.642e-04
model shell relative error of orientation mean: 0.0e+00
110 points, energy at 0 deg: -112.33124068 hartree
110 points, E(15 deg)-E(0): 66.0488 microhartree
110 points, E(30 deg)-E(0): -260.9166 microhartree
110 points, E(45 deg)-E(0): 10.0820 microhartree
302 points, energy at 0 deg: -112.33131163 hartree
302 points, E(15 deg)-E(0): -5.6121 microhartree
302 points, E(30 deg)-E(0): -0.4836 microhartree
302 points, E(45 deg)-E(0): 0.1682 microhartree
590 points, energy at 0 deg: -112.33131304 hartree
590 points, E(45 deg)-E(0): 0.5180 microhartree
110 points, fixed grid, general turn: -10.554 microhartree
110 points, co-rotating, same turn: 1.4e-12 hartree
Hartree-Fock, same turn: 1.4e-14 hartree
110-point error kept at 0 deg, against 974 points: 72.357 microhartree
electrons on 110-point grid at 0 deg: 13.9998740
electrons on 110-point grid at 45 deg: 13.9997795
frozen-density shift 0 to 45 deg: 10.1031 microhartree
self-consistent shift 0 to 45 deg: 10.0820 microhartree
110 points, 0 deg: kappa -1.2533e-02 hartree/rad^2, rotation -103.15 cm^-1
110 points, 45 deg: kappa 5.4843e-03 hartree/rad^2, rotation 68.24 cm^-1
302 points, 0 deg: kappa -8.5898e-04 hartree/rad^2, rotation -27.00 cm^-1
302 points, 45 deg: kappa 7.0410e-04 hartree/rad^2, rotation 24.45 cm^-1
590 points, 0 deg: kappa -8.5921e-06 hartree/rad^2, rotation -2.70 cm^-1
590 points, 45 deg: kappa -2.6083e-04 hartree/rad^2, rotation -14.88 cm^-1
kappa at half step, 302 points, 0 deg: -8.6197e-04 hartree/rad^2
field strength: 0.010 atomic units
axial dipole in field: 0.27828 atomic units
transverse polarizability: 8.7290 atomic units
k_lib from dipole and polarizability: 1.90986e-03 hartree/rad^2
k_lib co-rotating grid: 1.90986e-03 hartree/rad^2
libration, co-rotating grid: 40.27 cm^-1
k_lib fixed grid, 0 deg: 1.04989e-03 hartree/rad^2
libration, fixed grid, 0 deg: 29.85 cm^-1
stretch, fixed grid, 0 deg: 2266.704 cm^-1
k_lib fixed grid, 45 deg: 2.60596e-03 hartree/rad^2
libration, fixed grid, 45 deg: 47.04 cm^-1
stretch, fixed grid, 45 deg: 2266.307 cm^-1
relative change of libration constant, 0 to 45 deg: 8.148e-01
relative change of stretch constant, 0 to 45 deg: 3.503e-04
```
